# Eigenfields, adaptive segmentation and the 1/g factor in field-swept magnetic resonance

A paramagnetic centre sits in a microwave cavity. The frequency is fixed by the cavity, and the static field is swept until two spin levels are separated by one microwave quantum. Diagonalizing the spin Hamiltonian gives energies at a chosen field; the spectrometer asks for the fields at a chosen energy difference. With zero-field splitting the levels can bend, and one pair of levels may be resonant once, several times or never. This note treats two ways to find the fields, and the factor that turns a transition probability into the area of a field-swept line.

## Setting and conventions

All energies are divided by Planck's constant and given in GHz; fields are in mT. For a fixed field direction $\mathbf n$,

$$H(B)=F+BG,\qquad G=\beta\,\mathbf n\cdot\mathsf g\cdot\mathbf S,\qquad \beta=\mu_B/h=0.013996\ \text{GHz/mT}.$$

$F$ is the Hermitian zero-field part, and there are $N$ spin states. Levels are numbered upwards in energy, and $\Delta_{uv}(B)=E_v(B)-E_u(B)$ for $u<v$. Resonance at microwave frequency $\nu$ means $\Delta_{uv}(B)=\nu$. The eigenvalues $\gamma_i$ of $G$ are assumed nondegenerate. $W_F$ denotes the largest minus the smallest eigenvalue of $F$.

## The eigenfield equation

Write $\mathrm{ad}_XZ=XZ-ZX$. Consider, for an $N\times N$ matrix $Z\neq0$,

$$[H(B),Z]=\nu Z. \tag{1}$$

In the eigenbasis of $H(B)$, with $B$ real, this reads $(E_i-E_j-\nu)Z_{ij}=0$. A nonzero $Z$ exists if and only if some pair satisfies $E_i-E_j=\nu$. If one pair does, $Z\propto|v\rangle\langle u|$. Since $H$ is linear in $B$, (1) becomes a generalized eigenproblem whose eigenvalue is the field:

$$A\,Z=B\,C\,Z,\qquad A=\nu-\mathrm{ad}_F,\quad C=\mathrm{ad}_G. \tag{2}$$

This is Belford's eigenfield equation. The resonance fields are its real positive eigenvalues; real negative ones belong to the reversed field.

**Removing the infinite eigenvalues.** In the eigenbasis of $G$, $(CZ)_{ij}=(\gamma_i-\gamma_j)Z_{ij}$, so $C$ vanishes on the $N$ diagonal elements of $Z$. Split $Z$ into diagonal ($d$) and off-diagonal ($o$) elements. For a diagonal matrix $z$, $[F,z]_{ii}=F_{ii}z_i-z_iF_{ii}=0$, hence $A_{dd}=\nu$. The two blocks of (2) are

$$\nu Z_d+A_{do}Z_o=0,\qquad A_{od}Z_d+A_{oo}Z_o=B\,C_oZ_o .$$

The first gives $Z_d=-A_{do}Z_o/\nu$. Inserting this in the second and dividing by the invertible diagonal matrix $C_o$,

$$K Z_o=B Z_o,\qquad K=C_o^{-1}\left(A_{oo}-\frac{A_{od}A_{do}}{\nu}\right). \tag{3}$$

There are therefore $N(N-1)$ finite eigenfields, counted with multiplicity and including complex ones.

## How many resonances there are

With the inner product $\mathrm{Tr}(X^\dagger Y)$, cyclicity of the trace makes $\mathrm{ad}_F$ and $\mathrm{ad}_G$ Hermitian. The eigenvalues of $A$ are $\nu-(\epsilon_i-\epsilon_j)$, where $\epsilon_i$ are those of $F$. If $\nu>W_F$, they are all positive. Setting $Y=A^{1/2}Z$ in (2) then gives

$$A^{-1/2}CA^{-1/2}\,Y=\frac1B\,Y .$$

The matrix on the left is Hermitian, so every finite $B$ is real. By Sylvester's law of inertia it has as many positive eigenvalues as $C$, namely $N(N-1)/2$.

This total must be shared among the pairs. Weyl's inequality places $E_k(B)$ between $B\gamma_k+\epsilon_{\min}$ and $B\gamma_k+\epsilon_{\max}$ for $B>0$, so

$$\Delta_{uv}(B)\ge B(\gamma_v-\gamma_u)-W_F. \tag{4}$$

Each $\Delta_{uv}$ starts at or below $W_F<\nu$ and finally exceeds $\nu$, so it crosses $\nu$ at least once. There are $N(N-1)/2$ pairs and the same number of positive roots: each pair resonates once. Twenty random Hermitian pairs $F,G$ with $N=5$ passed a test of the reality and the signs of the roots.

Inequality (4) also bounds the search at any frequency: $B\le(\nu+W_F)/\gamma_{\rm gap}$, where $\gamma_{\rm gap}$ is the smallest gap of $G$.

If $\nu<W_F$, $A$ is indefinite. Complex eigenfields are then permitted, not required, and a pair can loop, that is, resonate more than once.

## Intensity without another diagonalization

Normalize $\mathrm{Tr}(Z^\dagger Z)=1$. For a simple root $Z=|v\rangle\langle u|$ up to a phase, and for any operator $M$

$$\mathrm{Tr}(Z^\dagger M)=\mathrm{Tr}(|u\rangle\langle v|M)=\langle v|M|u\rangle .$$

For a linearly polarized microwave field along $\mathbf e\perp\mathbf n$, $M=\mathbf e\cdot\mathsf g\cdot\mathbf S$. Averaging over $\mathbf e$ in the plane gives $\overline{\cos^2}=\overline{\sin^2}=\tfrac12$ and no cross term, so with two orthogonal directions $\mathbf e_1,\mathbf e_2$

$$P=\tfrac12\sum_{a=1,2}|\mathrm{Tr}(Z^\dagger M_a)|^2 .$$

The same $Z$ supplies the slope. By the Hellmann–Feynman theorem $dE_v/dB=\langle v|G|v\rangle$, and therefore

$$\mathrm{Tr}(Z^\dagger[G,Z])=\langle v|G|v\rangle-\langle u|G|u\rangle=\frac{d\Delta_{uv}}{dB}. \tag{5}$$

Let the line have a normalized shape $f$ in frequency. Its area in a field sweep is, with $x=\Delta(B)$ near one root $B_r$,

$$\int P(B)\,f(\nu-\Delta(B))\,dB=\int \frac{P}{|\Delta'|}\,f(\nu-x)\,dx\simeq\frac{P(B_r)}{|\Delta'(B_r)|}. \tag{6}$$

The last step needs $P/|\Delta'|$ to be nearly constant across the line. Define $g_{\rm eff}=|\Delta'|/\beta$ and $W=P/g_{\rm eff}$; the area is $W/\beta$. When $\Delta=g\beta B$, $g_{\rm eff}=g$, and this is the $1/g$ factor of Aasa and Vänngård. A program that draws each line with unit area in $B$ must multiply it by $W$, not by $P$.

Populations add no line-dependent factor at high temperature. To first order in energy over $k_BT$,

$$p_u-p_v\simeq\frac{1}{N}\frac{h(E_v-E_u)}{k_BT}=\frac{h\nu}{Nk_BT},$$

the same for every resonance. In the example below, at 34 GHz and 300 K, the Boltzmann difference departs from this value by at most 0.64%.

## Pseudocode

Eigenfields, with matrices flattened row by row, so that $FZ\to(F\otimes1)Z$ and $ZF\to(1\otimes F^T)Z$:

```
gamma, U = eigh(G);  Fg = U^† F U
A = nu*1 - kron(Fg, 1) + kron(1, Fg^T)
d = diagonal positions (i,i);  o = all others
K = (A[o,o] - A[o,d] A[d,o]/nu) / (gamma_i - gamma_j)  # by row
for each eigenpair (B, z_o) of K:
    if B is real within tolerance and B > 0:
        z_d = -A[d,o] z_o / nu
        Z = U * matrix(z_o, z_d) * U^†;  normalize
        slope = Tr(Z^† [G, Z]);  P from Tr(Z^† M_a)
        store B, P, |slope|
```

Adaptive segmentation works on levels instead. At each knot it diagonalizes $H$ and takes slopes from the Hellmann–Feynman theorem. On a segment of length $\ell$, let $f_0,f_1$ be the end values of $\Delta-\nu$, and $d_0,d_1$ the end slopes times $\ell$. The cubic with these values and slopes, for $0\le t\le1$, is

$$p(t)=(2f_0-2f_1+d_0+d_1)t^3+(3f_1-3f_0-2d_0-d_1)t^2+d_0t+f_0 .$$

Its midpoint value is $p(\tfrac12)=\tfrac12(f_0+f_1)+\tfrac18(d_0-d_1)$. The same formula applied to each level gives the refinement test.

```
refine(a, b):
    m = diagonalize at midpoint
    if max over levels |cubic(midpoint) - E_m| < tol:
        return knots a, m            # keep m as a knot
    return refine(a, m) + refine(m, b)
divide [first, last] into 4 equal intervals
knots = joined results of refine on each interval, + [last]
for each segment and each pair u < v:
    keep real roots of p(t) with 0 <= t < 1
```

The mesh does not depend on $\nu$, so one mesh serves several frequencies. Near a simple root, an energy error $\eta$ displaces the field by about $\eta/|\Delta'|$.

## Worked example: S = 3/2

Take $F=D(S_z^2-\tfrac54)+E(S_x^2-S_y^2)$ with $D=5$ GHz, $E=0.5$ GHz, principal $g$ values 2.05, 2.10, 2.20, and $\mathbf n$ at polar angle 30° and azimuth 20°. Here $W_F=10.149$ GHz and $\gamma_{\rm gap}=0.030300$ GHz/mT. The Liouville problem has size 16, reduced by (3) to 12.

**At 34 GHz**, above $W_F$, the search bound is $(34+10.149)/0.030300\approx1457$ mT. All six pairs resonate once:

| pair | $B$ (mT) | $g_{\rm eff}$ | $P$ | $W$ |
|---|---|---|---|---|
| 1–4 | 342.25 | 5.809 | 0.0203 | 0.0035 |
| 2–4 | 458.01 | 4.539 | 0.1352 | 0.0298 |
| 1–3 | 665.40 | 4.225 | 0.2051 | 0.0485 |
| 3–4 | 873.73 | 2.125 | 3.1886 | 1.5003 |
| 2–3 | 1141.56 | 2.204 | 4.2853 | 1.9447 |
| 1–2 | 1326.73 | 2.122 | 3.2465 | 1.5300 |

The strongest line, at 1141.56 mT, lies at $4.857\times10^{-6}$ atomic units of field. The 1–4 line shows why a common $g$ is inadequate: using the value 2.165 along the field would make its area $5.809/2.165=2.68$ times too large.

**At 9.5 GHz**, below $W_F$, there are again six resonances, and no complex eigenfield. The count alone would suggest one per pair, but the assignment is different: 1–3 resonates at 32.14 and 206.02 mT, 2–3 at 11.31 and 379.26 mT, 3–4 at 123.87 mT and 1–2 at 449.24 mT, while 1–4 and 2–4 are absent. The 2–3 loop has a simple origin. At zero field the four levels form two Kramers doublets 10.149 GHz apart. The field splits both. At first level 2 rises and level 3 falls, so their separation decreases through 9.5 GHz. The two levels do not meet: both turn back, level 2 then falls and level 3 rises, and the separation grows through 9.5 GHz again.

Slopes can reverse the order of intensities. The 1–3 line at 32.14 mT has $P=2.239$ and $g_{\rm eff}=1.343$, so $W=1.667$. The 2–3 line at 379.26 mT has the larger $P=3.371$ but $g_{\rm eff}=2.569$, so $W=1.312$.

With a tolerance of $10^{-4}$ GHz, segmentation used 55 diagonalizations and found the same roots at both frequencies, within $6.4\times10^{-5}$ mT of the eigenfields. A dense scan with bracketed roots agreed too. Areas were tested by integrating a simulated sweep with a Gaussian of standard deviation 0.02 GHz, for all pairs at 34 GHz and for the loop 2–3 at 9.5 GHz. The largest deviation from (6) was $4.8\times10^{-7}$ of the largest weight at the same frequency.

## Coalescence of a loop

Near a smooth minimum $\delta$ of $\Delta$ at $B_0$, $\Delta\simeq\delta+\tfrac12\Delta''(B-B_0)^2$. Setting this equal to $\nu$ gives

$$B=B_0\pm\sqrt{\frac{2(\nu-\delta)}{\Delta''}},\qquad |\Delta'|=\sqrt{2\Delta''(\nu-\delta)}. \tag{7}$$

Below $\delta$ the roots continue as a complex pair. For such a pair, (2) gives $\mathrm{Tr}(Z^\dagger AZ)=B\,\mathrm{Tr}(Z^\dagger CZ)$. Both traces are real while $B$ is not, so both vanish: the slope expression (5) is zero.

The pair 2–3 has $\delta=2.99823$ GHz at 173.15 mT and $\Delta''=8.591\times10^{-4}$ GHz/mT². At 0.001 GHz from the minimum, (7) predicts an offset $\sqrt{0.002/(8.591\times10^{-4})}=1.526$ mT. The eigenfields give a half distance of 1.526 mT above it and an imaginary part of 1.526 mT below. Above it, the mean $g_{\rm eff}$ has fallen to 0.094.

The divergence of $1/g_{\rm eff}$ at $\delta$ is not a divergence of the signal. Across a line of energy width $\sigma$ the field changes by $\sigma/|\Delta'|$ and the slope by about $\Delta''\sigma/|\Delta'|$. Requiring this to be small against $|\Delta'|$, and using (7), gives $\sigma\ll2(\nu-\delta)$. Closer to coalescence the integral in (6) must be done over the actual line shape.

## The original case: S = 1/2

With $F=0$, let $g=|\mathsf g^T\mathbf n|$ and $\mathbf k=\mathsf g^T\mathbf n/g$. Then $G=\beta g\,\mathbf k\cdot\mathbf S$, and the states are quantized along $\mathbf k$. For $\mathbf w=\mathsf g^T\mathbf e$, the part of $\mathbf w$ perpendicular to $\mathbf k$ causes the transition, with matrix element half its length:

$$|\langle+|\mathbf w\cdot\mathbf S|-\rangle|^2=\tfrac14\left[|\mathbf w|^2-(\mathbf w\cdot\mathbf k)^2\right].$$

The average of $\mathbf e\mathbf e^T$ is $\tfrac12(1-\mathbf n\mathbf n^T)$. Since $\mathbf n\cdot\mathsf g\mathsf g^T\mathbf n=g^2$ and $\mathbf w\cdot\mathbf k=\mathbf e\cdot\mathsf g\mathsf g^T\mathbf n/g$,

$$\overline{|\mathbf w|^2}=\tfrac12\left[\mathrm{Tr}\,\mathsf g\mathsf g^T-g^2\right],\qquad \overline{(\mathbf w\cdot\mathbf k)^2}=\tfrac12\left[\frac{|\mathsf g\mathsf g^T\mathbf n|^2}{g^2}-g^2\right].$$

The $g^2$ terms cancel in the difference:

$$P=\frac18\left[\mathrm{Tr}\,\mathsf g\mathsf g^T-\frac{|\mathsf g\mathsf g^T\mathbf n|^2}{g^2}\right].$$

For an axial tensor and $c=\cos\theta$, $g^2=g_\parallel^2c^2+g_\perp^2(1-c^2)$ and $|\mathsf g\mathsf g^T\mathbf n|^2=g_\parallel^4c^2+g_\perp^4(1-c^2)$. Hence $(g_\parallel^2+g_\perp^2)g^2-|\mathsf g\mathsf g^T\mathbf n|^2=g_\parallel^2g_\perp^2$, and the bracket leaves

$$P=\frac{g_\perp^2}{8}\left(1+\frac{g_\parallel^2}{g^2}\right).$$

For $g_\parallel>g_\perp$ put $q^2=g_\parallel^2-g_\perp^2$, so $g^2=g_\perp^2+q^2c^2$. Then $\int_0^1dc/g=\mathrm{arsinh}(q/g_\perp)/q$. Because $d(c/g)/dc=g_\perp^2/g^3$, also $\int_0^1dc/g^3=1/(g_\perp^2g_\parallel)$. The powder mean is

$$\left\langle\frac Pg\right\rangle=\frac{g_\parallel}{8}+\frac{g_\perp^2}{8}\,\frac{\mathrm{arsinh}(q/g_\perp)}{q}.$$

With $g_\parallel=3$ and $g_\perp=2$ this is $0.375+0.215=0.590$, as the eigenfield powder average confirms. The parallel orientation has $P/g=1/3=0.333$, the perpendicular one $1.625/2=0.8125$. Their area ratio is 2.44, whereas $P$ alone would give 1.625.

## Cost, stability and failure modes

**Cost.** A dense eigensolution of (3) takes of order $N^6$ operations and $N^4$ storage. For $N=36$, $K$ has dimension 1260 and fills about 25 MB in double-precision complex numbers; for $N=100$ it needs about 1.6 GB. Segmentation with $n_k$ knots costs of order $n_kN^3$, plus about $n_kN^2/2$ cubics. It is the natural choice for large $N$, with eigenfields as a check on small systems.

**Missed loops.** A midpoint test does not prove completeness. With tolerance 0.05 GHz and 15 diagonalizations, the interpolated minimum of pair 2–3 was 3.00122 GHz instead of 2.99823 GHz. At 2.99972 GHz, between the two, the eigenfield method found two roots and segmentation none. The interpolation error there, 0.003 GHz, was well inside the tolerance. An error of opposite sign would invent a pair. For $\nu>W_F$ and nondegenerate $G$, one root per pair provides a completeness check, but only if the mesh reaches the bound $(\nu+W_F)/\gamma_{\rm gap}$. With nuclear spins $\gamma_{\rm gap}$ is set by the nuclear Zeeman term: for $S=\tfrac12$ coupled to $^{14}$N at 9.5 GHz the bound is about 3100 T, and only 9 of the 15 roots lie at ordinary fields.

**Real or complex.** By (7), a perturbation $\eta$ of the frequency at coalescence moves a root by $\sqrt{2\eta/\Delta''}$, far more than at a simple root. A fixed threshold on the imaginary part (here $10^{-6}$ mT) can therefore misclassify roots. For the pair 2–3 this threshold corresponds to $\eta\approx4\times10^{-16}$ GHz, so the risk is confined to frequencies within rounding error of $\delta$. Doubtful candidates should be checked by diagonalizing $H(\mathrm{Re}\,B)$.

**Degenerate $G$.** If nuclear spins are included without their Zeeman term, $C_o$ is singular and (3) fails; near degeneracy it is ill-conditioned. For $\nu>W_F$ the Hermitian problem for $1/B$ remains usable, with its zero eigenvalues discarded.

**Repeated roots.** The solver may return mixtures of several $|v\rangle\langle u|$. When several pairs resonate at the same field, orthonormalize the eigenspace and diagonalize $\mathrm{ad}_G$ within it; degenerate perturbation theory identifies its eigenvalues as the slopes of the separate branches. Branches with equal slopes stay mixed, and only the sum of their $P$ is defined; for $F=0$ this happens to all $\Delta m=1$ lines. The double root at the coalescence of a loop is a different case. Only one pair resonates there, so the eigenspace is one-dimensional, the solver returns two nearly parallel vectors, and orthonormalizing them produces a second vector that does not solve (1). Keep one vector only.

**Degenerate levels at a knot.** At zero field a Kramers doublet has no unique eigenvectors, so its computed slopes are arbitrary. The mesh above starts at 1 mT. Nothing is lost at the frequencies used here: below that field no separation can change by more than $3\times0.0303=0.091$ GHz from its zero-field value, 0 or 10.149 GHz. At a true crossing elsewhere, energy-ordered levels have kinks, and the smooth cubic converges poorly.

The numerical output below gives the values to more digits.

## Computed values

```
mu_B/h = 0.01399624 GHz/mT
S=3/2: D = 5.0 GHz, E = 0.5 GHz, g = [2.05 2.1  2.2 ]
field angles theta, phi = 30.0, 20.0 deg
zero-field spread = 10.14889 GHz
smallest gap of G = 0.0303002 GHz/mT
g along field = 2.16488
search bound at 34.0 GHz = 1457.052 mT
Liouville size = 16, reduced size = 12
segmentation: tolerance 0.0001 GHz, 55 diagonalizations
nu = 34.0 GHz: 6 resonances, 0 complex eigenfields
 pair  B/mT  g_eff  P  W=P/g_eff
 1-4   342.2484  5.80937  0.020261  0.003488
 2-4   458.0112  4.53856  0.135224  0.029795
 1-3   665.4038  4.22477  0.205092  0.048545
 3-4   873.7345  2.12534  3.188647  1.500299
 2-3  1141.5609  2.20363  4.285300  1.944653
 1-2  1326.7318  2.12191  3.246478  1.529982
 largest segmentation error = 6.36e-05 mT
nu = 9.5 GHz: 6 resonances, 0 complex eigenfields
 pair  B/mT  g_eff  P  W=P/g_eff
 2-3    11.3065  4.06774  0.351319  0.086367
 1-3    32.1374  1.34269  2.238545  1.667213
 3-4   123.8661  4.98024  0.443387  0.089029
 1-3   206.0228  2.34634  1.307402  0.557209
 2-3   379.2551  2.56864  3.370657  1.312232
 1-2   449.2431  1.55248  2.745371  1.768374
 largest segmentation error = 5.76e-05 mT
sweep: energy width 0.02 GHz
 largest area error / largest weight = 4.84e-07
population factor at 300.0 K: deviation up to 6.43e-03
pair 2-3: minimum 2.998229 GHz at 173.1464 mT
 curvature = 8.5906e-04 GHz/mT^2
 predicted offset at +-0.001 GHz = 1.5258 mT
 above: half distance 1.5259 mT, mean g_eff 0.09363
 below: imaginary part 1.5257 mT
coarse tolerance 0.05 GHz, 15 diagonalizations
 interpolated minimum = 3.001216 GHz
 at 2.999723 GHz, pair 2-3 roots:
 eigenfield 2, segmentation 0
S=1/2: g_par = 3.0, g_perp = 2.0, nu = 9.5 GHz
 parallel: B = 226.2512 mT, P = 1.000000, P/g = 0.333333
 perpendicular: B = 339.3767 mT, P = 1.625000, P/g = 0.812500
 powder means: P 1.346309, P/g 0.590204
 closed form of mean P/g = 0.590204
strongest line at 34.0 GHz: 1141.5609 mT
 = 4.856636e-06 atomic units of field
```
